# Does smoothing scale linearly with the fraction of Family relaxation events?

## Question

I am studying a one-dimensional growth model on a ring of \(L\) columns. Particles land on randomly chosen columns. With probability \(1-p\) a particle sticks where it lands. With probability \(p\) it follows the Family rule: it goes to the lowest of the landing column and its two nearest neighbours.

For \(p=1\) the coarse surface obeys the Edwards-Wilkinson equation with some smoothing coefficient \(\nu(1)\). If only a small fraction \(p\) of the particles relax, smoothing events are rarer by the factor \(p\), so I expected \(\nu(p)=p\,\nu(1)\). My saturated surfaces are much rougher than this predicts. What is wrong with the argument?

## Answer

The argument counts the relaxation events correctly, but assumes that each is as effective as at \(p=1\). In the steady state it is not. The local steps grow like \(1/p\), while one event still moves one particle. This supplies a second factor of \(p\):

\[
\nu(p)\simeq \nu_0\,p^2\qquad (p\to0).
\]

**Conventions.** Heights \(h_i\) are in monolayers (ML). Time \(t\) is also in ML: each column receives one landing per unit time on average, as a Poisson process. Lengths along the surface are in columns. A particle moves only if a neighbour is strictly lower, and ties between neighbours are broken at random. The coarse equation, after removal of the mean growth, is

\[
\partial_t h=\nu\,\partial_x^2h+\eta,\qquad
\langle\eta(x,t)\eta(x',t')\rangle=\delta(x-x')\,\delta(t-t').
\]

The noise strength is 1 because the number of landings on a column has variance \(t\). Relaxation only shifts particles sideways, which adds noise that vanishes at long wavelengths.

### The steps must be large

Let \(W^2\) be the mean over columns of \((h_i-\bar h)^2\), averaged over realizations. Adding a particle to column \(j\) changes \(\sum_i h_i^2\) by \(2h_j+1\). A landing on \(i\) ends on \(i\) with probability \(1-p\) and on the lowest column of the triple, of height \(h_i^{\min}\), with probability \(p\). Hence

\[
\frac{d}{dt}\Big\langle\sum_i h_i^2\Big\rangle
=2\Big\langle\sum_i h_i\Big\rangle+L-2p\Big\langle\sum_i(h_i-h_i^{\min})\Big\rangle .
\]

Each landing raises \(\bar h\) by \(1/L\), and there are \(L\) landings per unit time, so

\[
\frac{d}{dt}\langle L\bar h^2\rangle
=L\cdot L\Big\langle\frac{2\bar h}{L}+\frac1{L^2}\Big\rangle
=2L\langle\bar h\rangle+1 .
\]

Subtracting and dividing by \(L\), the terms linear in height cancel:

\[
\frac{dW^2}{dt}=1-\frac1L-2p\,\langle h_i-h_i^{\min}\rangle .
\]

In the steady state the left side is zero, which gives, for every \(p>0\),

\[
\langle h_i-h_i^{\min}\rangle=\frac{1-1/L}{2p}.
\]

The drop cannot exceed the sum of the two adjacent step heights, so the mean absolute step is at least \((1-1/L)/(4p)\). Rare relaxation can balance random roughening only if the drops are high.

### One event moves one particle

Let \(J\) be the particle current to the right per column, and let \(d=+1,-1,0\) be the direction that the Family rule selects for a landing. Then \(J=p\langle d\rangle\). Conservation of the deposited particles gives \(\partial_t h=1-\partial_xJ\). For a small mean tilt \(m\),

\[
J=-\nu m\quad\Rightarrow\quad \partial_t h=1+\nu\,\partial_x^2h,
\qquad \nu=-\frac{p\langle d\rangle}{m}.
\]

Every particle lands and stays, so the mean growth rate is 1 at any tilt. There is therefore no Kardar-Parisi-Zhang term, which would make that rate depend on \(m\).

The direction \(d\) depends on which column is lowest, not on by how much. If typical steps have size \(\sigma\), a tilt \(m\ll\sigma\) changes the order of neighbouring heights in a fraction of order \(m/\sigma\) of the cases. Thus \(\langle d\rangle\sim-m/\sigma\) and \(\nu\sim p/\sigma\). With \(\sigma\sim1/p\), this is \(p^2\).

### The same result from rescaling

The estimate can be sharpened. Let \(N_i\) be the number of landing sites, among \(i-1,i,i+1\), from which the Family rule would send a particle to \(i\). The mean growth rate of column \(i\) is

\[
(1-p)+pN_i=1+p(N_i-1),
\]

and the variance per unit time is \(1+O(p)\). For high steps the discrete arrivals can be replaced by Brownian noise and ties neglected:

\[
d(h_i-t)=p(N_i-1)\,dt+dB_i(t).
\]

Set \(H_i=p(h_i-t)\) and \(T=p^2t\). Multiplying by \(p\) turns the drift into \(p^2(N_i-1)dt=(N_i-1)dT\). The noise \(p\,dB_i(t)\) has variance \(p^2dt=dT\). Therefore

\[
dH_i=(N_i-1)\,dT+dB_i(T).
\]

Since \(N_i\) depends only on the order of the heights, \(p\) has disappeared. If the long waves of this process obey \(\partial_TH=\nu_0\partial_x^2H+\text{noise}\), going back gives

\[
\frac{p\,\partial_th}{p^2}=\nu_0\,p\,\partial_x^2h
\quad\Rightarrow\quad \partial_th=\nu_0p^2\,\partial_x^2h,
\]

where \(h\) now excludes the mean growth. The Edwards-Wilkinson form is a hydrodynamic assumption here, supported by conservation, left-right symmetry and the missing tilt dependence of the growth rate. The simulations below test it.

### A case that can be solved: three columns

For \(L=3\) every relaxing particle goes to the lowest column. In scaled variables the lowest column has drift \(3-1=2\), and the others \(-1\). Let \(a\) be the gap from lowest to middle and \(b\) the gap from middle to highest. Their drifts are \(-3\) and \(0\), their variances per unit time are 2 and 2, and their covariance is \(-1\), because they share the middle column. The probability fluxes for a density \(f(a,b)\) are

\[
J_a=-3f-\partial_af+\tfrac12\partial_bf,\qquad
J_b=-\partial_bf+\tfrac12\partial_af .
\]

Try \(f\propto e^{-\alpha a-\beta b}\). Both fluxes vanish everywhere, including at the boundaries where two columns exchange rank, if

\[
\alpha-\tfrac12\beta=3,\quad \beta=\tfrac12\alpha
\quad\Rightarrow\quad \alpha=4,\ \beta=2 .
\]

The gaps are independent exponentials, so \(\langle a^2\rangle=2/16=1/8\), \(\langle b^2\rangle=2/4=1/2\), and \(\langle(a+b)^2\rangle=1/8+1/2+2\cdot\frac14\cdot\frac12=7/8\). The variance of three heights is the sum of their squared pair differences divided by 9:

\[
p^2W^2\to\frac{1/8+1/2+7/8}{9}=\frac16 .
\]

Solving the discrete model's stationary state numerically gives \(p^2W^2=0.1637\) at \(p=0.1\) and \(0.1652\) at \(p=0.05\). Linear extrapolation to \(p=0\) gives 0.1666. The width itself thus grows as \(1/p\).

### Measured smoothing coefficients

On 24 columns I measured \(\nu=-J/m\) by particle-by-particle simulation at fixed tilt \(m=2\). The surfaces were started from suitably scaled shapes to shorten the approach to the steady state.

| \(p\) | \(\nu\) (column²/ML) | \(\nu/p^2\) | rms step about the mean tilt (ML) |
|---|---|---|---|
| 0.20 | 0.0403 | 1.01 | 4.8 |
| 0.10 | 0.0117 | 1.17 | 8.9 |
| 0.05 | 0.0030 | 1.22 | 17.3 |

Between \(p=0.1\) and \(0.05\) the local exponent of \(\nu\) is 1.94; a linear law would give 1. The drift of \(\nu/p^2\) contains both finite-\(p\) corrections and the nonlinear response to the tilt. The tilt accounts for most of it: at \(p=0.2\), lowering the tilt from 2 to 0.5 raises \(\nu/p^2\) from about 1.0 to about 1.16, so the first row lies well below the small-tilt coefficient. The product \(|\langle d\rangle|\sigma/m\) is 0.98, 1.04 and 1.05 down the table, as the argument about signs requires.

The \(p\)-free process provides an independent route to \(\nu_0\). In the linear equation a Fourier mode has steady power \(S=1/(2\nu\hat k^2)\), with \(\hat k^2=2-2\cos k\), because its decay \(2\nu\hat k^2S\) balances the unit noise. The lowest mode gives \(\nu_0=1.23\). The tilt current at \(p=0.05\) agrees with it within the few per cent expected from sampling and from the finite time step of the scaled process.

The shorter waves do not follow this single coefficient. Summing the modes gives

\[
W^2=\frac1L\sum_{n=1}^{L-1}\frac{1}{8\nu\sin^2(\pi n/L)}
=\frac{L^2-1}{24\,\nu L},
\]

using \(\sum_{n=1}^{L-1}\sin^{-2}(\pi n/L)=(L^2-1)/3\). With the tilt-measured \(\nu\), the scaled \(W^2\) for 24 columns is 0.82, whereas the direct value is 0.95, uncertain by a few hundredths because of the finite time step and sampling. Since the lowest mode agrees, the excess lies in the higher modes. Its relative weight should fall for long rings, provided that \(\nu\) tends to a constant at long wavelengths.

### Are large steps enough by themselves?

No; the limited transfer matters too. Suppose that a relaxation event instead levels the landing column and its lowest neighbour, moving about half the drop. The current per event then grows in proportion to the heights, which cancels the \(1/\sigma\) in the bias and leaves \(\nu\propto p\).

In a simulation of this rule, again at \(m=2\), \(\nu\) was 0.0624 at \(p=0.1\) and 0.0155 at \(p=0.025\), an exponent of 1.00. The rms steps about the mean tilt were still large, 4.6 and 9.2 ML.

### What this does to a long ring

Take \(L=1000\) and \(p=0.05\), with \(\nu=0.00304\) column²/ML from the 24-column runs. Then

\[
W\simeq\sqrt{\frac{1000}{24\times0.00304}}\approx1.2\times10^2\ \text{ML}.
\]

At \(p=1\) the simulation gives \(\nu(1)=0.795\), measured at tilt 0.25 on 24 columns. Other tilts and ring sizes move this value between about 0.77 and 0.81, so only \(\nu(1)\approx0.8\) is settled; the rounded factors below are not affected. Your rule would then predict \(\nu=0.05\times0.795=0.0397\) and \(W\approx32\) ML. Its smoothing coefficient is 13 times too large and its width 3.6 times too small.

The amplitude of the slowest mode relaxes in \(L^2/(4\pi^2\nu)\approx8\times10^6\) ML, against \(6\times10^5\) ML by your rule; its contribution to \(W^2\) relaxes in half these times. A run stopped at the latter time has not saturated. Carrying \(\nu\) from 24 to 1000 columns neglects any finite-size shift, which I have not measured, so these widths and times are estimates.

### Where a linear law does appear

Start from a flat surface and look at times \(1\ll t\ll1/p^2\). Relaxation has hardly acted, so the columns are nearly independent Gaussians of variance \(t\). Let \(g\) be the rate at which the probability that the right column is lowest rises when one other column of the triple is raised. The two must be level for this to matter, with the third above them:

\[
g=\frac{1}{\sqrt{4\pi t}}\cdot\frac12=\frac1{4\sqrt{\pi t}} .
\]

Raising all three columns together changes nothing, so raising the right column itself contributes \(-2g\). A tilt \(m\) lowers the left column by \(m\) and raises the right one by \(m\), changing this probability by \(-gm-2gm=-3gm\). The left column's probability changes by \(+3gm\). Hence \(\langle d\rangle=-6gm\), and

\[
\nu_{\rm early}(t)=\frac{3p}{2\sqrt{\pi t}} .
\]

At a fixed early time the response is linear in \(p\), but it weakens as the steps grow. At \(t\sim1/p^2\) it has fallen to order \(p^2\) and the early formula no longer applies. The steady value is approached slowly from above: at \(p=0.05\) and \(t\approx1/p^2\), \(\nu/p^2\) is still about 1.7.

The steady law also needs a gentle tilt, \(m\ll1/p\). To see what happens beyond it, take \(m>0\) and apply the balance to heights measured from the mean slope. A move in direction \(d\) lowers the particle by the drop plus \(md\) in these heights, so in the steady state

\[
p\langle h_i-h_i^{\min}\rangle=\tfrac12\Big(1-\frac1L\Big)-pm\langle d\rangle
=\tfrac12\Big(1-\frac1L\Big)+\nu m^2 .
\]

This is the balance value that the program prints for tilted surfaces. The drop is at least \(h_i-h_{i-1}\), whose mean is \(m\), and therefore \(1+\langle d\rangle\le(1-1/L)/(2pm)\). For \(m\gg1/p\) practically every relaxing particle thus goes downhill, the current saturates at \(J=-p\), and no constant \(\nu\) describes it.

These are properties of the lattice rule, not predictions for a particular film. At \(p=0.05\) the balance above gives a mean drop of about 10 layers. This average includes the relaxing landings in which the particle stays put, so a particle that does move falls further still. A real surface with another transport law along such walls need not show the square, as the levelling rule illustrates. The numerical output below gives the remaining values. Its "crossover time" is \(1/(2\pi\nu)\), where the random-deposition law \(W^2=t\) would meet the growth law \(W^2=\sqrt{t/(2\pi\nu)}\) of the linear equation with constant \(\nu\). For this model it is only a rough scale, because \(\nu\) is still falling at that time.

## Values computed for the example and the checks

```
Three columns, stationary state solved from the rule
p=0.40: p*mean drop=0.333333 ML, p^2 W^2=0.15565 ML^2
p=0.20: p*mean drop=0.333333 ML, p^2 W^2=0.16077 ML^2
p=0.10: p*mean drop=0.333333 ML, p^2 W^2=0.16365 ML^2
p=0.05: p*mean drop=0.333333 ML, p^2 W^2=0.16515 ML^2
p^2 W^2 extrapolated to p=0: 0.16664 ML^2 (theory 0.16667)
Scaled diffusion, 3 columns: W^2=0.1699
Scaled diffusion, 24 columns: nu0 from lowest mode=1.226
  mean drop=0.4847 (balance 0.4792), rms step=0.867, W^2=0.954
Lattice growth, 24 columns, 512 rings, nu in column^2/ML
p=1.00, tilt 0.25: nu=0.79481 +- 0.00471, nu/p^2=0.795
  rms step=0.82 ML, downhill bias=0.1987, bias*step/tilt=0.655
  p*mean drop=0.5219 ML, balance predicts 0.5288 ML
p=0.20, tilt 2: nu=0.04028 +- 0.00026, nu/p^2=1.007
  rms step=4.84 ML, downhill bias=0.4028, bias*step/tilt=0.975
  p*mean drop=0.6332 ML, balance predicts 0.6403 ML
p=0.10, tilt 2: nu=0.01171 +- 0.00012, nu/p^2=1.171
  rms step=8.87 ML, downhill bias=0.2342, bias*step/tilt=1.038
  p*mean drop=0.5227 ML, balance predicts 0.5260 ML
p=0.05, tilt 2: nu=0.00304 +- 0.00005, nu/p^2=1.217
  rms step=17.30 ML, downhill bias=0.1217, bias*step/tilt=1.053
  p*mean drop=0.4912 ML, balance predicts 0.4913 ML
Exponent of nu between p=0.05 and 0.1: 1.94
nu/p^2 at p=0.05 over nu0 from the mode: 0.993
W^2 (scaled) from tilt-measured nu: 0.820
Levelling control p=0.100: nu=0.06236 +- 0.00012, rms step=4.57 ML
Levelling control p=0.025: nu=0.01554 +- 0.00005, rms step=9.19 ML
Exponent of nu in the control: 1.00
Example: 1000 columns, p=0.05
  measured nu: nu=0.00304 column^2/ML, saturated W=117.0 ML
    relaxation time=8.326e+06 ML, crossover time=52.3 ML
  naive p*nu(1): nu=0.03974 column^2/ML, saturated W=32.4 ML
    relaxation time=6.374e+05 ML, crossover time=4.0 ML
  naive nu is too large by a factor 13.1
  naive width is too small by a factor 3.61
```
